# The Gap of a Staggered Cubic s Band Modelling BaBiO3: verification in Python

```python
"""
Result under test: a half-filled simple cubic s band with nearest-neighbour
hopping -t and staggered site energies +D, -D has a fundamental gap of 2D.
Symbols: t, t2 = first- and second-neighbour hopping (amplitudes -t, -t2), eV;
D = staggered site energy, eV; a = Bi-Bi spacing; k is in units of 1/a;
S = cos kx + cos ky + cos kz.
Also tested: gap 2D - 4|t2| when second-neighbour hopping spoils the nesting,
and the gap of a Bi 6s - O 2p sigma model, which shows what D stands for.
"""
import itertools
import numpy as np
from scipy import constants as const

t, D, t2 = 0.40, 1.0, 0.10
a_nm, temperature = 0.43, 300.0
kT = const.k * temperature / const.e

vectors = np.array(list(itertools.product((-1, 0, 1), repeat=3)))
lengths2 = (vectors ** 2).sum(axis=1)
first_shell = vectors[lengths2 == 1]
second_shell = vectors[lengths2 == 2]


def cluster(L, hop1, hop2):
    """Real-space hopping matrix and sublattice signs of a periodic cluster."""
    sites = np.array(list(itertools.product(range(L), repeat=3)))
    n = len(sites)
    T = np.zeros((n, n))
    for shell, hop in ((first_shell, hop1), (second_shell, hop2)):
        for v in shell:
            target = (sites + v) % L
            j = (target[:, 0] * L + target[:, 1]) * L + target[:, 2]
            T[np.arange(n), j] -= hop
    signs = 1.0 - 2.0 * (sites.sum(axis=1) % 2)
    return T, signs


def mesh(n):
    q = 2 * np.pi * np.arange(n) / n
    return np.array(np.meshgrid(q, q, q, indexing="ij")).reshape(3, -1).T


def two_site_bands(k, hop1, hop2, stagger):
    """Diagonalize the two-site Bloch matrix built from neighbour sums."""
    k = np.atleast_2d(k)
    between = -hop1 * np.exp(1j * k @ first_shell.T).sum(axis=1)
    within = -hop2 * np.exp(1j * k @ second_shell.T).sum(axis=1)
    H = np.zeros((len(k), 2, 2), complex)
    H[:, 0, 0] = within + stagger
    H[:, 1, 1] = within - stagger
    H[:, 0, 1] = between
    H[:, 1, 0] = between.conj()
    return np.linalg.eigvalsh(H)


def gaps(bands):
    fundamental = bands[:, 1].min() - bands[:, 0].max()
    direct = (bands[:, 1] - bands[:, 0]).min()
    return fundamental, direct


def formula_bands(k, hop1, hop2, stagger):
    c = np.cos(k)
    root = np.sqrt((2 * hop1 * c.sum(axis=1)) ** 2 + stagger ** 2)
    shift = -4 * hop2 * (c[:, 0] * c[:, 1] + c[:, 1] * c[:, 2]
                         + c[:, 2] * c[:, 0])
    return shift - root, shift + root


# Real-space cluster: anticommutation, spectrum, filling and gap
L = 8
T, signs = cluster(L, t, 0.0)
V = np.diag(D * signs)
N = len(signs)
anticommutator = np.abs(T @ V + V @ T).max()
assert anticommutator < 1e-12
levels = np.linalg.eigvalsh(T + V)
small_k = mesh(L)
lower, upper = formula_bands(small_k, t, 0.0, D)
# the full zone lists every level of the two-site cell twice
expected = np.sort(np.concatenate([lower, upper]))[::2]
spectrum_error = np.abs(levels - expected).max()
assert spectrum_error < 1e-10
states_below = int((levels < 0).sum())
assert states_below == N // 2
cluster_gap = levels[N // 2] - levels[N // 2 - 1]
assert abs(cluster_gap - 2 * D) < 1e-10

# Antisymmetry of the undistorted band under Q, from neighbour sums
rng = np.random.default_rng(3)
k_random = rng.uniform(-np.pi, np.pi, (200, 3))


def undistorted(k, hop2):
    return (-t * np.cos(k @ first_shell.T).sum(axis=1)
            - hop2 * np.cos(k @ second_shell.T).sum(axis=1))


nest_error = np.abs(undistorted(k_random, 0.0)
                    + undistorted(k_random + np.pi, 0.0)).max()
broken_nesting = np.abs(undistorted(k_random, t2)
                        + undistorted(k_random + np.pi, t2)).max()
assert nest_error < 1e-12 and broken_nesting > 0.1

# Gap for several staggers and hoppings
k24 = mesh(24)
stagger_scan = []
for stagger in (0.01, 0.10, 1.00):
    for hopping in (0.2, t, 0.9):
        fundamental, direct = gaps(two_site_bands(k24, hopping, 0.0, stagger))
        assert abs(fundamental - 2 * stagger) < 1e-10
        assert abs(direct - 2 * stagger) < 1e-10
        if hopping == t:
            stagger_scan.append((stagger, fundamental))

# Second-neighbour hopping spoils the nesting
t2_limit = (np.sqrt(D ** 2 + 36 * t ** 2) - D) / 12
assert t2 < t2_limit
for hop2 in (t2, -t2, 0.05):
    fundamental, direct = gaps(two_site_bands(k24, t, hop2, D))
    assert abs(fundamental - (2 * D - 4 * abs(hop2))) < 1e-10
    assert abs(direct - 2 * D) < 1e-10
gap_t2, direct_t2 = gaps(two_site_bands(k24, t, t2, D))
T2, _ = cluster(L, t, t2)
levels_t2 = np.linalg.eigvalsh(T2 + V)
assert abs(levels_t2[N // 2] - levels_t2[N // 2 - 1] - gap_t2) < 1e-10
top_lower = two_site_bands([0, np.pi, np.pi / 2], t, t2, D)[0, 0]
bottom_upper = two_site_bands([np.pi / 2] * 3, t, t2, D)[0, 1]
assert abs(top_lower - (4 * t2 - D)) < 1e-10
assert abs(bottom_upper - D) < 1e-10
assert abs(bottom_upper - top_lower - gap_t2) < 1e-10

# Either side of the threshold D = 2|t2|
D_threshold = 2 * abs(t2)
gap_below, direct_below = gaps(two_site_bands(k24, t, t2, 0.5 * D_threshold))
gap_above, _ = gaps(two_site_bands(k24, t, t2, 1.5 * D_threshold))
assert gap_below < 0 < gap_above
assert abs(direct_below - D_threshold) < 1e-10

# Beyond the limit on t2 the upper minimum lies at k = 0
t2_large = 1.2 * t2_limit
large_bands = two_site_bands(k24, t, t2_large, D)
gap_large, _ = gaps(large_bands)
assert gap_large < 2 * D - 4 * t2_large - 0.01
gamma_upper = two_site_bands([0, 0, 0], t, t2_large, D)[0, 1]
assert abs(large_bands[:, 1].min() - gamma_upper) < 1e-10


# Bi 6s - O 2p sigma model, eight orbitals per cell, O energy zero
def oxide_bands(k, e_plus, e_minus, t_plus, t_minus):
    k = np.atleast_2d(k)
    H = np.zeros((len(k), 8, 8), complex)
    H[:, 0, 0], H[:, 1, 1] = e_plus, e_minus
    for i in range(3):
        forward = np.exp(0.5j * k[:, i])
        H[:, 0, 2 + i] = -t_plus * forward
        H[:, 0, 5 + i] = t_plus * forward.conj()
        H[:, 1, 5 + i] = -t_minus * forward
        H[:, 1, 2 + i] = t_minus * forward.conj()
    H[:, 2:, :2] = H[:, :2, 2:].conj().transpose(0, 2, 1)
    return np.linalg.eigvalsh(H)


def octahedron_level(energy, coupling):
    return energy / 2 + np.sqrt(energy ** 2 / 4 + 6 * coupling ** 2)


k12 = mesh(12)
tsp = 2 * np.sqrt(6) * t
breathing = D / (np.sqrt(6) * tsp)
oxide_cases = {
    "bare": (D, -D, tsp, tsp),
    "breathing": (0.0, 0.0, tsp * (1 + breathing), tsp * (1 - breathing)),
    "mixed": (0.7, -0.1, 1.1 * tsp, 0.95 * tsp),
}
oxide_gap = {}
for name, (ep, em, tp, tm) in oxide_cases.items():
    bands = oxide_bands(k12, ep, em, tp, tm)
    oxide_gap[name] = bands[:, 7].min() - bands[:, 6].max()
    predicted = octahedron_level(ep, tp) - octahedron_level(em, tm)
    assert abs(oxide_gap[name] - predicted) < 1e-9
assert abs(oxide_gap["bare"] - D) < 1e-9
assert abs(oxide_gap["breathing"] - 2 * D) < 1e-9

# Slope of the antibonding band at S = 0 against the one-band slope 2t
step = 1e-3
near = oxide_bands([np.pi / 2 + step] * 3, 0, 0, tsp, tsp)[0]
slope = (near[7] - near[6]) / (2 * 3 * np.sin(step))
assert abs(slope - 2 * t) < 1e-5


# Intrinsic carriers per Bi site: two spins times half the full-zone average
def carriers_per_site(n, hop2):
    low, high = formula_bands(mesh(n), t, hop2, D)
    electrons = np.exp(-high / kT).mean()
    holes = np.exp(low / kT).mean()
    return np.sqrt(electrons * holes)


counted = 2 * np.exp(-levels[levels > 0] / kT).sum() / N
assert abs(counted / carriers_per_site(L, 0.0) - 1) < 1e-9
sites_per_cm3 = 1 / (a_nm * 1e-7) ** 3
density = {}
for hop2 in (0.0, t2):
    coarse, fine = carriers_per_site(64, hop2), carriers_per_site(96, hop2)
    assert abs(coarse / fine - 1) < 1e-3
    density[hop2] = fine * sites_per_cm3

wavelength = const.h * const.c / const.e * 1e9 / cluster_gap

print(f"Hopping t: {t:.2f} eV; undistorted band width 12t: {12*t:.2f} eV")
print(f"Stagger D: {D:.2f} eV; Bi-Bi spacing a: {a_nm:.2f} nm")
print(f"Temperature: {temperature:.0f} K; kT: {kT:.5f} eV")
print(f"Cluster sites: {N}; levels below zero: {states_below}")
print(f"Largest element of TV + VT: {anticommutator:.1e} eV^2")
print(f"Largest error of +-sqrt(eps^2+D^2): {spectrum_error:.1e} eV")
print(f"Gap of the cluster: {cluster_gap:.6f} eV")
print(f"Photon wavelength at the gap: {wavelength:.1f} nm")
for stagger, value in stagger_scan:
    print(f"Bloch gap at D = {stagger:.2f} eV: {value:.6f} eV")
print(f"Second-neighbour trial hopping t': {t2:.2f} eV")
print(f"Largest t' for the gap formula: {t2_limit:.4f} eV")
print(f"Lower band top with t': {top_lower:.4f} eV")
print(f"Upper band bottom with t': {bottom_upper:.4f} eV")
print(f"Fundamental gap with t': {gap_t2:.4f} eV")
print(f"Smallest direct gap with t': {direct_t2:.4f} eV")
print(f"Threshold stagger 2t': {D_threshold:.2f} eV")
print(f"Fundamental gap at D = {0.5*D_threshold:.2f} eV with t': "
      f"{gap_below:.4f} eV (negative = overlap)")
print(f"Direct gap at D = {0.5*D_threshold:.2f} eV with t': "
      f"{direct_below:.4f} eV")
print(f"Fundamental gap at D = {1.5*D_threshold:.2f} eV with t': "
      f"{gap_above:.4f} eV")
print(f"Beyond the limit, t' = {t2_large:.4f} eV: gap {gap_large:.4f} eV, "
      f"2D-4t' = {2*D-4*t2_large:.4f} eV")
print(f"Bi-O coupling tsp: {tsp:.4f} eV")
print(f"Antibonding slope at S = 0: {slope:.4f} eV; 2t: {2*t:.4f} eV")
print(f"Bi-O model, bare Bi stagger +-D: gap {oxide_gap['bare']:.4f} eV")
print(f"Breathing modulation delta for gap 2D: {breathing:.4f}")
print(f"Bi-O couplings tsp(1+-delta): {tsp*(1+breathing):.4f}, "
      f"{tsp*(1-breathing):.4f} eV")
print(f"Bi-O model, breathing only: gap {oxide_gap['breathing']:.4f} eV")
print(f"Bi sites per volume: {sites_per_cm3:.3e} cm^-3")
print(f"Intrinsic density, t' = 0: {density[0.0]:.2e} cm^-3")
print(f"Intrinsic density, t' = {t2:.2f} eV: {density[t2]:.2e} cm^-3")
print("ALL CHECKS PASSED")
```

Output:

```
Hopping t: 0.40 eV; undistorted band width 12t: 4.80 eV
Stagger D: 1.00 eV; Bi-Bi spacing a: 0.43 nm
Temperature: 300 K; kT: 0.02585 eV
Cluster sites: 512; levels below zero: 256
Largest element of TV + VT: 0.0e+00 eV^2
Largest error of +-sqrt(eps^2+D^2): 1.0e-14 eV
Gap of the cluster: 2.000000 eV
Photon wavelength at the gap: 619.9 nm
Bloch gap at D = 0.01 eV: 0.020000 eV
Bloch gap at D = 0.10 eV: 0.200000 eV
Bloch gap at D = 1.00 eV: 2.000000 eV
Second-neighbour trial hopping t': 0.10 eV
Largest t' for the gap formula: 0.1333 eV
Lower band top with t': -0.6000 eV
Upper band bottom with t': 1.0000 eV
Fundamental gap with t': 1.6000 eV
Smallest direct gap with t': 2.0000 eV
Threshold stagger 2t': 0.20 eV
Fundamental gap at D = 0.10 eV with t': -0.2000 eV (negative = overlap)
Direct gap at D = 0.10 eV with t': 0.2000 eV
Fundamental gap at D = 0.30 eV with t': 0.2000 eV
Beyond the limit, t' = 0.1600 eV: gap 1.0400 eV, 2D-4t' = 1.3600 eV
Bi-O coupling tsp: 1.9596 eV
Antibonding slope at S = 0: 0.8000 eV; 2t: 0.8000 eV
Bi-O model, bare Bi stagger +-D: gap 1.0000 eV
Breathing modulation delta for gap 2D: 0.2083
Bi-O couplings tsp(1+-delta): 2.3678, 1.5513 eV
Bi-O model, breathing only: gap 2.0000 eV
Bi sites per volume: 1.258e+22 cm^-3
Intrinsic density, t' = 0: 2.90e+04 cm^-3
Intrinsic density, t' = 0.10 eV: 3.78e+06 cm^-3
ALL CHECKS PASSED
```
